# Valence-band offset of germanium strained coherently to Si(001)

## Problem

A thin germanium layer grows on a thick silicon (001) crystal without dislocations, so that it takes over the in-plane lattice constant of silicon, and is buried under a silicon cap. The silicon is unstrained. The interfaces are abrupt and the materials undoped, so band bending is left out.

Find the valence-band offset

$$D=E_v(\mathrm{Ge})-E_v(\mathrm{Si}),$$

which is positive when the germanium valence top lies higher in electron energy. Find also which state forms that top and how far below it the next one lies. Then decide what $D$ says about a hole in a layer a few atomic planes thick.

The data are rough typical values of the kind tabulated for the model-solid method; they are inputs, not results.

| | Si | Ge |
|---|---|---|
| lattice constant $a$ (nm) | 0.5431 | 0.5658 |
| mean valence level $E_{av}$ (eV) | −7.03 | −6.35 |
| spin-orbit splitting $\Delta$ (eV) | 0.04 | 0.30 |

For germanium, the hydrostatic deformation potential is $a_v=1.24$ eV, the uniaxial one is $b=-2.55$ eV, and $C_{11},C_{12},C_{44}=129,48,67$ GPa. The level $E_{av}$ is the mean of the three upper valence bands at the zone centre without spin-orbit splitting. Energies are in eV and lengths in nm, except in one example in Hartree atomic units.

## First estimate by scaling

The only small number is the mismatch, $f=1-a_{\rm Si}/a_{\rm Ge}\approx0.040$. Every strain component is of order $f$, so each strain energy is a deformation potential times $f$, up to a factor of order one. The signs follow from three observations.

- Compression lowers the mean level, because $a_v=dE_{av}/d\ln\Omega$ is positive, with $\Omega$ the volume. The size is $a_vf\approx0.05$ eV.
- Uniaxial strain splits the three bands about a fixed mean, so the highest one must rise. The size is $|b|f\approx0.10$ eV.
- Spin-orbit coupling raises four of six states by $\Delta/3$ and lowers two by $2\Delta/3$. The top rises by 0.10 eV in germanium and by a negligible amount in silicon.

With all unknown factors set to one,

$$D\approx0.68-0.05+0.10+0.10=0.83\ \text{eV}.$$

The estimate assumes that the uniaxial and spin-orbit shifts of the top state add. Since both are 0.1 eV, neither is a small correction to the other, and the addition needs a proof.

## Solution

### A common energy scale

A calculation for an infinite crystal gives band energies relative to the mean electrostatic potential of that crystal. To compare two crystals one must know how their mean potentials lie relative to each other. The model solid answers this by building each crystal from neutral spherical atoms.

Take such an atom with electron density $n(r)$ and nuclear charge $Z=\int n\,d^3r$, in Hartree units. A shell of electrons at radius $s$ contributes $1/s$ per electron to the potential energy at $r<s$ and $1/r$ at $r>s$. The nucleus contributes $-1/r$ per electron of the neutral atom. The two cancel for shells with $s<r$, which leaves

$$v(r)=\int_r^\infty4\pi s^2n(s)\left(\frac1s-\frac1r\right)ds .$$

Integrate over all space and exchange the order of integration. For fixed $s$, $r$ runs from 0 to $s$:

$$\int_0^s4\pi r^2\left(\frac1s-\frac1r\right)dr=4\pi\left(\frac{s^2}{3}-\frac{s^2}{2}\right)=-\frac{2\pi}{3}s^2 .$$

Therefore

$$\int v\,d^3r=-\frac{2\pi}{3}\int r^2n\,d^3r .$$

In the crystal the potentials of all atoms are summed and averaged over one cell. The translated copies of the cell fill space, so each atom of the cell contributes its full integral. The mean potential is this integral times the number of atoms per volume. It is measured from zero far outside, because neutral spherical atoms have no long-range potential. Nothing in it refers to a surface, so within this model the step between two crystals does not depend on the orientation of their interface.

As an illustration, let two diamond lattices with cube edge 10.4 bohr hold model atoms with $Z=4$ and $n=Z\alpha^3e^{-\alpha r}/8\pi$, for which $\int r^2n\,d^3r=12Z/\alpha^2$. With $\alpha=2.4$ on the left and 2.1 on the right, the step from left to right is

$$-\frac{2\pi}{3}\,\frac{8}{10.4^3}\,48\left(\frac1{2.1^2}-\frac1{2.4^2}\right)=-0.0380\ \text{hartree}.$$

Summing the potentials of the atomic planes numerically gives −0.0380 hartree for a (001) junction and the same for a (111) junction.

Adding the band energy to this mean potential puts $E_{av}$ of both materials on one scale. Exchange and correlation, in a local approximation, depend on the nearby density and need no further reference. An important effect that the model omits is the rearrangement of charge when real atoms bond across the interface.

### The strain

The in-plane strain is fixed by the substrate:

$$e_\parallel=\frac{a_{\rm Si}}{a_{\rm Ge}}-1=-4.01\,\%.$$

The layer is free to expand along its normal, also under a cap, since the cap can move outward. For strains $(e_\parallel,e_\parallel,e_\perp)$ the elastic energy density of a cubic crystal is

$$U=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).$$

Its derivative with respect to $e_\perp$ is the normal stress, which must vanish:

$$C_{11}e_\perp+2C_{12}e_\parallel=0,\qquad e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel=+2.99\,\%.$$

The relative volume change to first order is $2e_\parallel+e_\perp=-5.04\,\%$. The expansion along the normal makes up for part of the in-plane compression.

### Strain acting on the valence states

At the zone centre the valence states transform like $p_x,p_y,p_z$. To first order, cubic symmetry allows two constants here: a strain along an axis shifts the $p$ state on that axis by $l$ per unit strain and the other two by $m$. There is no shear strain in the cubic axes, so the three states are not coupled. Define

$$a_v=\frac{l+2m}{3},\quad b=\frac{l-m}{3}\quad\Rightarrow\quad l=a_v+2b,\quad m=a_v-b .$$

The shifts are then

$$p_z:\ le_\perp+2me_\parallel=a_v(2e_\parallel+e_\perp)+2b(e_\perp-e_\parallel),$$

$$p_x,p_y:\ le_\parallel+m(e_\parallel+e_\perp)=a_v(2e_\parallel+e_\perp)-b(e_\perp-e_\parallel).$$

With $\delta=2b(e_\perp-e_\parallel)$, the common shift is $a_v(2e_\parallel+e_\perp)$. On top of it $p_z$ moves by $\delta$, and $p_x$ and $p_y$ by $-\delta/2$ each, which leaves the mean unchanged. For this layer

$$a_v(2e_\parallel+e_\perp)=1.24\times(-0.0504)=-0.0625\ \text{eV},$$

$$\delta=2(-2.55)(0.0299+0.0401)=-0.357\ \text{eV}.$$

The in-plane orbitals rise and $p_z$ falls.

### Adding spin-orbit coupling

The coupling is $\frac{\Delta}{3}\mathbf L\cdot\boldsymbol\sigma$ with $L=1$ and Pauli matrices $\boldsymbol\sigma=2\mathbf S$. Since $\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2$, it equals $\frac{15}4-2-\frac34=1$ for $j=3/2$ and $\frac34-2-\frac34=-2$ for $j=1/2$. Without strain the levels are $\Delta/3$ and $-2\Delta/3$, a distance $\Delta$ apart.

The strain is symmetric about $z$, so $J_z$ is still conserved. Let $|+\rangle$ and $|0\rangle$ be the orbital states with $L_z=1$ and 0; $|+\rangle$ is made of $p_x$ and $p_y$, and $|0\rangle$ is $p_z$. States with negative $J_z$ follow by time reversal, so each level is a doublet.

For $J_z=3/2$ there is one state, $|+\uparrow\rangle$. It has strain energy $-\delta/2$ and $\mathbf L\cdot\boldsymbol\sigma=1$:

$$E_{hh}=\frac{\Delta}{3}-\frac{\delta}{2}.$$

This is the heavy hole. Its two shifts add exactly within the six-state model, because it has no partner to mix with.

For $J_z=1/2$ there are two states, $|0\uparrow\rangle$ and $|+\downarrow\rangle$. Write $\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+$ with $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. The first term gives 0 and $-1$ on the diagonal, and $L_+|0\rangle=\sqrt2\,|+\rangle$ gives the coupling:

$$H=\begin{pmatrix}\delta&\sqrt2\,\Delta/3\\ \sqrt2\,\Delta/3&-\delta/2-\Delta/3\end{pmatrix}.$$

Half the trace is $\delta/4-\Delta/6$, and half the difference of the diagonal elements is $3\delta/4+\Delta/6$. The levels lie at half the trace plus or minus

$$R=\sqrt{\left(\frac{3\delta}4+\frac\Delta6\right)^2+\frac{2\Delta^2}9}=\frac12\sqrt{\Delta^2+\Delta\delta+\frac94\delta^2},$$

where $\frac1{36}+\frac29=\frac14$ was used. Thus

$$E_{lh}=-\frac\Delta6+\frac\delta4+R,\qquad E_{so}=-\frac\Delta6+\frac\delta4-R .$$

These are the light hole and the split-off state.

### Which state is on top

The difference is $E_{hh}-E_{lh}=(\Delta/2-3\delta/4)-R$. Compare the squares of the two parts:

$$\left(\frac\Delta2-\frac{3\delta}4\right)^2-R^2=-\frac{3\Delta\delta}{4}-\frac{\Delta\delta}{4}=-\Delta\delta .$$

Let $\Delta>0$. For $\delta<0$ the bracket is positive and its square is the larger, so the heavy hole is on top. For $\delta>0$ the bracket is either negative or smaller than $R$, so the light hole is on top. For $\Delta=0$ and $\delta<0$ the two coincide, since $p_x$ and $p_y$ are then equivalent. Under in-plane compression it is spin-orbit coupling that separates them.

Two limits show how this separation behaves for $\delta<0$.

- Weak strain, $|\delta|\ll\Delta$: $R\approx\Delta/2+\delta/4$, so $E_{lh}\approx\Delta/3+\delta/2$ and the separation is $|\delta|$.
- Strong strain, $|\delta|\gg\Delta$: $R\approx\frac34|\delta|-\Delta/6$, so $E_{lh}\approx|\delta|/2-\Delta/3$ and the separation tends to $2\Delta/3$, independent of strain.

Germanium on silicon has $|\delta|/\Delta=1.2$ and lies between the limits. Relative to the shifted mean level,

$$E_{hh}=0.100+0.178=0.278\ \text{eV},$$

$$E_{lh}=-0.050-0.089+0.260=0.120\ \text{eV},$$

$$E_{so}=-0.050-0.089-0.260=-0.399\ \text{eV}.$$

The heavy hole is on top by 0.158 eV. The weak-strain formula would give 0.357 eV, and the strong-strain limit is 0.20 eV.

The failure of the weak-strain formula can be traced to mixing. In the basis of fixed $j$, the state $|\tfrac32,\tfrac12\rangle=\sqrt{2/3}\,|0\uparrow\rangle+\sqrt{1/3}\,|+\downarrow\rangle$ has strain energy $\frac23\delta-\frac16\delta=\delta/2$. Its partner with $j=1/2$ has $\frac13\delta-\frac13\delta=0$. Without mixing the light hole would lie at $\Delta/3+\delta/2=-0.078$ eV; the split-off state pushes it up by 0.199 eV. The diagonal elements differ by $\Delta+\delta/2$, so the weight of $j=3/2$ in the light hole is

$$\frac12\left(1+\frac{\Delta+\delta/2}{2R}\right)=\frac12\left(1+\frac{0.122}{0.519}\right)=0.62 .$$

### The offset

The silicon top is $-7.03+0.04/3=-7.017$ eV. The germanium top is $-6.35-0.0625+0.2784=-6.134$ eV. Hence

$$D=-6.134+7.017=0.883\ \text{eV}\approx0.88\ \text{eV}\quad(0.032\ \text{hartree}).$$

The third digit serves only to follow the arithmetic. The input levels do not justify more than about 0.1 eV.

## Comparison of estimate and solution

For compression, $e_\parallel=-f$, the solution can be written as

$$D=E_{av}^{\rm Ge}-E_{av}^{\rm Si}+\frac{\Delta_{\rm Ge}-\Delta_{\rm Si}}3-2\left(1-\frac{C_{12}}{C_{11}}\right)a_vf+\left(1+\frac{2C_{12}}{C_{11}}\right)|b|f .$$

This has the form of the estimate, with the unknown factors now determined: 1.26 for the volume term and 1.74 for the uniaxial term. They change the estimate by $-0.013$ and $+0.076$ eV, and the silicon spin-orbit term by another $-0.013$ eV. Together this is the 0.05 eV between 0.83 and 0.88 eV. The largest correction, that of the uniaxial term, comes from the expansion of the layer along its normal: without it this factor would be exactly one. The same expansion lowers the volume factor, which would be 2 without it, to 1.26.

The assumption that the shifts add was correct, but only because the top is a heavy hole. Leaving out spin-orbit coupling in germanium lowers $D$ by $\Delta_{\rm Ge}/3$, from 0.88 to 0.78 eV. Leaving out the uniaxial term gives 0.70 eV, and leaving out the hydrostatic term gives 0.95 eV. With no strain at all the offset would be 0.77 eV, so strain adds 0.12 eV in total.

Under tension the signs change. For small positive $e_\parallel$ the top is the light hole at $\Delta/3+\delta/2$, and the volume term now raises it. On the model scale the germanium top then rises by $1.26\,a_v+1.74\,|b|\approx6.0$ eV per unit strain, or 60 meV per percent as the slope at zero strain (mixing with the split-off state makes the rise 71 meV at 1 %). Under compression it rises by $-1.26\,a_v+1.74\,|b|\approx2.9$ eV, or 29 meV per percent. The top is therefore lowest at zero strain and has a kink there, where heavy and light hole change places.

## How far the number can be trusted

**Interface charge.** Suppose that bonding transfers a net charge of $q=0.01e$ per interface atom, screening included, across one layer spacing $d=a_{\rm Ge}(1+e_\perp)/4=0.146$ nm. Each atom occupies $A=a_{\rm Si}^2/2=0.147$ nm². As in a plate capacitor, the potential energy changes by

$$\frac{e\,q\,d}{\varepsilon_0A}=0.18\ \text{eV}.$$

The model does not supply the size or sign of this transfer. The offset is thus sensitive to hundredths of an electron.

**Input parameters.** Raising $a_v$ by 1 eV lowers $D$ by 0.05 eV. Raising $|b|$ by 10 % increases it by 0.018 eV. Replacing each strain $e$ by $\ln(1+e)$, which differs at second order, changes $D$ by −1.6 meV; nonlinear deformation potentials could contribute more and are not sized here.

**Temperature.** With rough expansion coefficients of $2.6\times10^{-6}$ K⁻¹ for silicon and $5.9\times10^{-6}$ K⁻¹ for germanium, warming by 100 K increases the mismatch and raises $D$ by 0.9 meV, all other parameters held fixed. At 300 K the Boltzmann factor between the two upper edges is $e^{-0.158/0.0259}=0.002$, so holes in a bulk-like layer would sit mainly in the heavy-hole band.

**Coherence.** The strain energy per area is $Mf^2h$ for thickness $h$. Inserting $e_\perp$ into $U$ gives $M=C_{11}+C_{12}-2C_{12}^2/C_{11}=141$ GPa. Let two crossed arrays of 60° dislocations form, each with $\rho$ lines per length and Burgers vector $\beta=a_{\rm Si}/\sqrt2=0.384$ nm. Half of $\beta$ relieves misfit, so the energy is

$$W=M\left(f-\frac{\rho\beta}2\right)^2h+2\rho T .$$

For the line energy take the standard isotropic form

$$T=\frac{G\beta^2(1-\nu/4)}{4\pi(1-\nu)}\left(\ln\frac h\beta+1\right),\qquad\nu=\frac{C_{12}}{C_{11}+C_{12}} .$$

Dislocations begin to pay when $dW/d\rho=0$ at $\rho=0$, that is, when $Mf\beta h=2T$. Germanium is not isotropic, so the choice of shear modulus $G$ matters. Solving numerically gives $h=1.2$ nm for $G=(C_{11}-C_{12})/2$ and 2.7 nm for $G=C_{44}$. The constant 1 added to the logarithm stands for the poorly known core energy; setting it to 2 raises the two values to about 2 and 4 nm. These values hold for a film with a free surface, as during growth, because the surface cuts off the strain field of a dislocation at a distance $h$. A cap removes this cutoff: with $h$ in the logarithm replaced by $h$ plus a 200 nm cap, or with dislocation pairs at both interfaces ($Mf\beta h=4T$), the same balance gives about 4 to 10 nm. A continuum formula at a few atomic spacings is a guide at best, but it indicates that in equilibrium only a thin layer, of a few nanometres when uncovered and below about 10 nm when buried, stays free of dislocations.

**Confinement.** In so thin a layer a hole cannot sit at the band edge. Treat the buried layer as a well of depth $D$ and width $w$, with rough heavy-hole masses $m_w=0.20$ in germanium and $m_b=0.28$ in silicon, in electron masses. Let $E$ be the hole energy measured from the germanium edge. The lowest state is $\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside, with $k^2=2m_wE/\hbar^2$ and $\kappa^2=2m_b(D-E)/\hbar^2$. Continuity of the wave function and of its derivative divided by the mass gives

$$\frac k{m_w}\tan\frac{kw}2=\frac\kappa{m_b}.$$

The numerical roots are as follows.

| planes | $w$ (nm) | $E$ (eV) | level above Si top (eV) |
|---|---|---|---|
| 4 | 0.58 | 0.61 | 0.28 |
| 8 | 1.17 | 0.36 | 0.53 |

The effective-mass picture is strained at this width: it uses a parabolic band as far as 0.6 eV from its edge, so even the first digit may change in a fuller band model. The width itself is a choice: the table counts one spacing $d$ per plane, and taking three or five spacings for four planes moves the level to 0.19 or 0.36 eV. Within the present model the hole level in a four-plane layer lies about 0.2 to 0.4 eV above the silicon top, not 0.9 eV. The offset $D$ is the depth of the well, not the binding energy of the hole. Likewise 0.158 eV is the distance between band edges, not between confined levels. Treating the coupled light-hole and split-off states in the same well, with rough Luttinger parameters $\gamma_1,\gamma_2=13.4,\,4.2$ in germanium and $4.3,\,0.34$ in silicon, leaves the heavy-hole level on top but only by about 0.09 eV for four planes and 0.13 eV for eight.

**The real case.** Under common growth conditions, germanium on Si(001) forms a flat layer for only a few atomic planes and then islands. If 0.7 to 0.8 eV is taken as a rough range for measured offsets, which is an outside value and not derived here, the result is roughly 0.1 to 0.2 eV high. A difference of this size is comparable with the uncertainty of the input levels and with the dipole step estimated above, and it does not tell which of them is responsible. Real layers also break the assumption of an abrupt interface, because silicon mixes into the germanium. If the offset is taken as roughly proportional to the germanium content, a layer with 20 % silicon loses about 0.18 eV. That is more than the whole effect of strain on $D$, and of the same size as the dipole step from one hundredth of an electron.
